# Why electrophiles substitute metal acetylacetonates at the central carbon: a numerical check

The molecular numbers use the small basis 6-31G, so they illustrate the point and are not converged values.

```python
# Result under test: in the O-C-C-C-O pi chain of a bound acetylacetonate
# (five centres, six electrons) the highest occupied orbital (HOMO) has a
# central-carbon weight 4/x^2 > 2 times that of either neighbouring carbon,
# and this steers an electrophile to the central carbon among the carbons.
# Symbols: level E = alpha + x*beta, beta < 0 (large x = low energy);
# oxygen Coulomb integral alpha + h*beta; C-O resonance integral k*beta;
# electrophile: empty level x_e, coupled by g*beta to one atom.
# Atom order in the chain: O1, C2, C3 (central), C4, O5.
import numpy as np
from scipy import constants as const
from scipy.linalg import sqrtm
from pyscf import gto, scf, lib

lib.num_threads(1)
O1, C2, C3 = 0, 1, 2
SITES = (("C3", C3), ("C2", C2), ("O1", O1))


def chain(h, k, carbon_shift=0.0):
    """Hueckel matrix in units of beta, measured from alpha."""
    m = np.diag([h, carbon_shift, 0.0, carbon_shift, h])
    for i, b in enumerate((k, 1.0, 1.0, k)):
        m[i, i + 1] = m[i + 1, i] = b
    return m


def levels(m):
    """Eigenvalues x from lowest energy upward, with their vectors."""
    x, v = np.linalg.eigh(m)
    return x[::-1], v[:, ::-1]


def filled_energy(m, pairs):
    return 2 * levels(m)[0][:pairs].sum()


def attach(m, sites, level, coupling):
    """Add one extra orbital coupled to the listed atoms."""
    n = len(m)
    big = np.zeros((n + 1, n + 1))
    big[:n, :n] = m
    big[n, n] = level
    for s in sites:
        big[n, s] = big[s, n] = coupling
    return big


def gain_exact(m, site, x_e, g, pairs=3):
    return (filled_energy(attach(m, [site], x_e, g), pairs)
            - filled_energy(m, pairs))


def gain_second_order(m, site, x_e, g, pairs=3):
    x, v = levels(m)
    return 2 * g**2 * np.sum(v[site, :pairs]**2 / (x[:pairs] - x_e))


def localization(m, site):
    """Pi energy lost when one carbon and two electrons leave the chain."""
    rest = np.delete(np.delete(m, site, 0), site, 1)
    return filled_energy(m, 3) - filled_energy(rest, 2)


# General orbital results, compared with diagonalization of the full chain
smallest_ratio = np.inf
for h in (0.1, 0.5, 1.0, 1.5, 2.0, 4.0):
    for k in (0.6, 0.8, 1.0, 1.2):
        x, v = levels(chain(h, k))
        xh, c = x[2], v[:, 2]
        cubic = np.sort(np.roots([1, -h, -2 - k**2, 2 * h]).real)
        anti = np.sort(np.roots([1, -h, -k**2]).real)
        expected = [cubic[2], anti[1], cubic[1], anti[0], cubic[0]]
        assert np.allclose(x, expected, atol=1e-9)
        assert 0 < xh < np.sqrt(2)
        assert np.allclose(c, c[::-1], atol=1e-9)
        assert abs(v[C3, 1]) < 1e-9
        assert abs(c[C3] / c[C2] - 2 / xh) < 1e-7
        assert abs(abs(c[C3] / c[O1]) - 2 * k / (2 - xh**2)) < 1e-7
        w = 1 / (1 + xh**2 / 2 + (2 - xh**2)**2 / (2 * k**2))
        assert abs(c[C3]**2 - w) < 1e-9
        smallest_ratio = min(smallest_ratio, (c[C3] / c[C2])**2)
assert smallest_ratio > 2
for h in (0.5, 1.0, 1.5, 2.0):
    for k in (0.8, 1.0, 1.1):
        m = chain(h, k)
        assert localization(m, C3) < localization(m, C2)

# Worked model
h, k, beta_ev, x_e, g, temperature = 1.0, 1.0, 2.5, 0.3, 0.1, 300.0
model = chain(h, k)
x, v = levels(model)
weight = v[:, 2]**2
population = 2 * np.sum(v[:, :3]**2, axis=1)
assert abs(weight[C3] - 0.4) < 1e-10
assert weight[C3] > weight[O1] > weight[C2]
for _, site in SITES:
    full = gain_exact(model, site, x_e, 0.01)
    assert abs(full / gain_second_order(model, site, x_e, 0.01) - 1) < 2e-3
gain = {n: gain_exact(model, s, x_e, g) for n, s in SITES}
gain2 = {n: gain_second_order(model, s, x_e, g) for n, s in SITES}
no_homo = {n: gain_exact(model, s, x_e, g, pairs=2) for n, s in SITES}
assert gain["C3"] > gain["O1"] > gain["C2"]
assert no_homo["C3"] < no_homo["C2"] < no_homo["O1"]
# Carbon-oxygen preference reverses as the electrophile level passes x = 0
for trial, sign in ((0.1, 1), (-0.1, -1)):
    diff = (gain_exact(model, C3, trial, 0.01)
            - gain_exact(model, O1, trial, 0.01))
    assert sign * diff > 0
loc3, loc2 = localization(model, C3), localization(model, C2)
assert abs(loc3 - 2) < 1e-10
kt_mev = 1000 * const.k * temperature / const.e

# Neglected effects inside the pi model
pulled = levels(chain(2.0, k))[1][:, 2]**2
methylated = levels(chain(h, k, -0.2))[1][:, 2]**2
d_coupling = 0.2
with_d = levels(attach(model, [0, 4], x[2], d_coupling))[1][C3]**2
assert pulled[C3] > max(pulled[O1], pulled[C2])
assert methylated[C3] > max(methylated[O1], methylated[C2])
assert abs(with_d[2] + with_d[3] - weight[C3]) < 0.05


# Planar lithium acetylacetonate at an idealized geometry (angstrom)
def direction(degrees):
    a = np.radians(degrees)
    return np.array([np.cos(a), np.sin(a), 0.0])


r_cc, r_co, r_lio = 1.40, 1.27, 1.80
carbon = r_cc * direction(-28)
oxygen = carbon + r_co * direction(-82)
methyl = carbon + 1.51 * direction(35)
tilt = np.radians(70.5)
half = [("O", oxygen), ("C", carbon), ("C", methyl)]
for phi in np.radians([0, 120, 240]):
    side = (np.cos(phi) * direction(-55)
            + np.sin(phi) * np.array([0.0, 0.0, 1.0]))
    bond = np.cos(tilt) * direction(35) + np.sin(tilt) * side
    half.append(("H", methyl + 1.09 * bond))
mirror = np.array([-1.0, 1.0, 1.0])
li_y = oxygen[1] - np.sqrt(r_lio**2 - oxygen[0]**2)
atoms = [("C", np.zeros(3)), ("H", np.array([0.0, 1.08, 0.0])),
         ("Li", np.array([0.0, li_y, 0.0]))]
atoms += half + [(s, p * mirror) for s, p in half]
I_C3, I_O, I_C2 = 0, 3, 4
RING = (0, 3, 4, 9, 10)


def run_rhf(atom_list, charge):
    mol = gto.M(atom=[(s, tuple(p)) for s, p in atom_list],
                basis="6-31g", charge=charge, verbose=0)
    mf = scf.RHF(mol)
    mf.max_cycle = 150
    mf.kernel()
    assert mf.converged
    return mol, mf


hartree_ev = const.physical_constants["Hartree energy in eV"][0]
mol, mf = run_rhf(atoms, 0)
lowdin = (np.real(sqrtm(mol.intor("int1e_ovlp"))) @ mf.mo_coeff)**2
labels = mol.ao_labels(fmt=None)
is_pz = np.array([("p" in t[2]) and t[3] == "z" for t in labels])
owner = np.array([t[0] for t in labels])
n_occ = mol.nelectron // 2
ring_pz = lowdin[is_pz & np.isin(owner, RING)].sum(axis=0)
all_pz = lowdin[is_pz].sum(axis=0)
top_pi = max(i for i in range(n_occ) if ring_pz[i] > 0.5)
top_plane = max(i for i in range(n_occ) if all_pz[i] < 1e-4)
real_w = {n: lowdin[is_pz & (owner == i), top_pi].sum()
          for n, i in (("C3", I_C3), ("C2", I_C2), ("O1", I_O))}
assert top_pi == n_occ - 1
assert real_w["C3"] > 2 * real_w["C2"]
assert real_w["C3"] > real_w["O1"]

height = 1.3
probe = {}
for name, index in (("C3", I_C3), ("C2", I_C2), ("O1", I_O)):
    place = atoms[index][1] + np.array([0.0, 0.0, height])
    probe[name] = run_rhf(atoms + [("H", place)], 1)[1].e_tot * hartree_ev
assert probe["C3"] < probe["C2"]

print(f"Model inputs: h = {h:.1f}, k = {k:.1f}, |beta| = {beta_ev:.1f} eV")
print("Levels x (S1, A1, S2, A2, S3):", " ".join(f"{e:.4f}" for e in x))
print(f"HOMO-LUMO gap: {(x[2] - x[3]) * beta_ev:.2f} eV")
for n, s in SITES:
    print(f"{n}: HOMO amplitude {abs(v[s, 2]):.4f}, weight {weight[s]:.4f},"
          f" pi population {population[s]:.4f}")
print(f"HOMO weight ratio C3/C2: {weight[C3] / weight[C2]:.2f}")
print(f"HOMO weight ratio C3/O1: {weight[C3] / weight[O1]:.3f}")
print(f"Smallest C3/C2 weight ratio in h,k scan: {smallest_ratio:.3f}")
print(f"Electrophile: x_e = {x_e:.1f}, g = {g:.1f}")
print(f"Electrophile level above HOMO: {(x[2] - x_e) * beta_ev:.3f} eV")
for n, _ in SITES:
    print(f"Stabilization at {n}: full {1000 * beta_ev * gain[n]:.1f} meV,"
          f" second order {1000 * beta_ev * gain2[n]:.1f} meV")
for n, _ in SITES:
    print(f"Same, HOMO electrons removed, {n}:"
          f" {1000 * beta_ev * no_homo[n]:.2f} meV")
print(f"Thermal energy at {temperature:.0f} K: {kt_mev:.1f} meV")
print(f"Localization energy C3: {loc3:.4f} |beta|")
print(f"Localization energy C2: {loc2:.4f} |beta|")
print(f"Localization difference C2 - C3: {(loc2 - loc3) * beta_ev:.2f} eV")
for tag, w in (("h = 2", pulled), ("methyl shift -0.2", methylated)):
    print(f"HOMO weights, {tag}: C3 {w[C3]:.4f}, C2 {w[C2]:.4f},"
          f" O1 {w[O1]:.4f}")
print(f"Filled d level at HOMO energy, coupling {d_coupling:.1f} |beta|:")
print(f"  C3 weight in top orbital {with_d[3]:.4f},"
      f" next {with_d[2]:.4f}, sum {with_d[2] + with_d[3]:.4f}")
print("Li(acac), RHF/6-31G, idealized fixed geometry:")
print(f"  bonds C-C {r_cc:.2f}, C-O {r_co:.2f}, Li-O {r_lio:.2f} angstrom")
print(f"  highest pi level {mf.mo_energy[top_pi] * hartree_ev:.2f} eV")
print(f"  highest in-plane level"
      f" {mf.mo_energy[top_plane] * hartree_ev:.2f} eV")
for n, _ in SITES:
    print(f"  Loewdin pz weight of highest pi orbital, {n}: {real_w[n]:.3f}")
print(f"Proton {height:.1f} angstrom above atom, energy relative to C3:")
for n in ("C2", "O1"):
    print(f"  {n}: {probe[n] - probe['C3']:+.2f} eV")
print("success")
```

Printed output:

```
Model inputs: h = 1.0, k = 1.0, |beta| = 2.5 eV
Levels x (S1, A1, S2, A2, S3): 2.0000 1.6180 0.6180 -0.6180 -1.6180
HOMO-LUMO gap: 3.09 eV
C3: HOMO amplitude 0.6325, weight 0.4000, pi population 1.2000
C2: HOMO amplitude 0.1954, weight 0.0382, pi population 0.7528
O1: HOMO amplitude 0.5117, weight 0.2618, pi population 1.6472
HOMO weight ratio C3/C2: 10.47
HOMO weight ratio C3/O1: 1.528
Smallest C3/C2 weight ratio in h,k scan: 2.201
Electrophile: x_e = 0.3, g = 0.1
Electrophile level above HOMO: 0.795 eV
Stabilization at C3: full 66.5 meV, second order 68.8 meV
Stabilization at C2: full 17.1 meV, second order 17.1 meV
Stabilization at O1: full 59.3 meV, second order 60.8 meV
Same, HOMO electrons removed, C3: 5.89 meV
Same, HOMO electrons removed, C2: 11.13 meV
Same, HOMO electrons removed, O1: 19.60 meV
Thermal energy at 300 K: 25.9 meV
Localization energy C3: 2.0000 |beta|
Localization energy C2: 2.8683 |beta|
Localization difference C2 - C3: 2.17 eV
HOMO weights, h = 2: C3 0.5000, C2 0.1250, O1 0.1250
HOMO weights, methyl shift -0.2: C3 0.4290, C2 0.0389, O1 0.2466
Filled d level at HOMO energy, coupling 0.2 |beta|:
  C3 weight in top orbital 0.1745, next 0.2399, sum 0.4144
Li(acac), RHF/6-31G, idealized fixed geometry:
  bonds C-C 1.40, C-O 1.27, Li-O 1.80 angstrom
  highest pi level -8.37 eV
  highest in-plane level -10.65 eV
  Loewdin pz weight of highest pi orbital, C3: 0.566
  Loewdin pz weight of highest pi orbital, C2: 0.048
  Loewdin pz weight of highest pi orbital, O1: 0.152
Proton 1.3 angstrom above atom, energy relative to C3:
  C2: +3.41 eV
  O1: +1.75 eV
success
```
